Valence Band Offsets from a Common Hydrogen Transition Level, part 1

(Sections cited here and not found follow in the second part.)

## First half: from two hydrogen levels to one band offset

In the worked example below, interstitial hydrogen changes from positive to negative when the Fermi level lies 0.5 eV above the valence edge of a semiconductor, and 3.6 eV above the valence edge of an oxide. These two numbers come from two separate bulk materials. Their difference, −3.1 eV, is nevertheless offered as the valence offset of a junction that neither bulk calculation contains. What must be true of hydrogen, and of the interface, for this to be legitimate?

**Setting and conventions**

A host is labelled X, with X = s for the semiconductor and X = ox for the oxide. All energies are electron energies, so a deeper electron state has a lower energy. E_V(X) and E_C(X) are the valence and conduction edges, and E_g(X) = E_C(X) − E_V(X) is the gap. The offsets are oxide minus semiconductor:

ΔE_V = E_V(ox) − E_V(s)

ΔE_C = E_C(ox) − E_C(s)

A negative ΔE_V therefore means that the oxide valence edge is the deeper one and that holes in the semiconductor meet a barrier of height −ΔE_V.

The hydrogen atom may carry charge q = +1, 0 or −1, in units of the elementary charge e. Each charge state has its own relaxed site and its own relaxed surroundings. E_q(X) is the total energy of the host with one hydrogen in state q, and E_b(X) is that of the same piece of host without hydrogen. The chemical potential of hydrogen is μ. The Fermi energy measured from the valence edge is η.

**Assumptions**

A1. Hydrogen is dilute, so that one hydrogen atom does not alter the energy of another.

A2. The two hosts are bulk-like on both sides of the junction, apart from a thin interface region. Edges are read just outside that region, at distances short compared with the length over which the bands bend. Band bending shifts all levels at one place together and is not part of the offset.

A3. The positive-negative level of hydrogen has the same energy on the two sides of the interface, when both sides are referred to the one energy scale of the junction.

A3 is the precise form of the hypothesis of a universal level. The theorem is first stated without it, so that the cost of violating it is visible.

**Lemma 1 (the transition level).** Let F_q(η) be the formation energy of hydrogen in charge state q. The states q = +1 and q = −1 have equal formation energy at

h_X = [F_−(0) − F_+(0)]/2,

and the same level on the energy scale of the calculation is

H_X = E_V(X) + h_X = [E_−(X) − E_+(X)]/2.

*Proof.* To make the state of charge q, one hydrogen atom is taken from its reservoir at cost μ, and q electrons are handed to the electron reservoir at energy E_V(X) + η. For q = −1 an electron is taken from that reservoir instead, which the sign of q describes. Hence

F_q(η) = E_q(X) − E_b(X) − μ + q[E_V(X) + η].

At fixed host and fixed μ this is a straight line in η with slope q:

F_q(η) = F_q(0) + qη.

Equality of the positive and negative lines reads

F_+(0) + η = F_−(0) − η.

Adding η to both sides and subtracting F_+(0) gives 2η = F_−(0) − F_+(0), which is the first claim. For the second, the two intercepts are written out:

F_−(0) = E_−(X) − E_b(X) − μ − E_V(X)

F_+(0) = E_+(X) − E_b(X) − μ + E_V(X)

In their difference E_b(X) and μ cancel, while the valence edge appears twice:

F_−(0) − F_+(0) = E_−(X) − E_+(X) − 2E_V(X).

Halving this and adding E_V(X) gives H_X. ∎

The factor one half has a physical origin. The change from positive to negative hydrogen transfers two electrons, and H_X is the energy per transferred electron. It is a difference of total energies, with atomic relaxation included, and it need not coincide with the energy of any one-electron state in a band-structure calculation.

The cancellation of μ is useful. Hydrogen-rich and hydrogen-poor conditions raise or lower all three lines by the same amount, so they change how much hydrogen is present but leave the crossing in place.

**Lemma 2 (when the crossing is the stable transition).** Define

U = F_+(0) + F_−(0) − 2F_0(0).

If U < 0, the neutral state is not the lowest state at any Fermi energy, and the lowest state changes directly from positive to negative at η = h_X.

*Proof.* At the crossing, the common formation energy of the two charged states is

F_+(h_X) = F_+(0) + [F_−(0) − F_+(0)]/2 = [F_+(0) + F_−(0)]/2.

The neutral line has zero slope and stays at F_0(0). The charged states lie below it at the crossing when [F_+(0) + F_−(0)]/2 < F_0(0), which is U < 0. For η below h_X the positive line lies lower still, because its slope is +1. For η above h_X the negative line lies lower still, because its slope is −1. The neutral state is therefore above at least one charged state throughout. ∎

The sign of U can also be read from the one-electron transitions. The positive and neutral lines cross at F_0(0) − F_+(0), and the neutral and negative lines cross at F_−(0) − F_0(0). The second minus the first is U. A negative U means that the second electron is bound more strongly than the first, which relaxation of the atoms can bring about. If U were positive, h_X would still be the midpoint of the two one-electron transitions, and a lineup based on it could still be written down. It would then no longer be the place where the lowest charge state changes.

**Lemma 3 (temperature).** At temperature T, let g_q be the number of equivalent configurations of state q per unit of host. The mean hydrogen charge vanishes at

η_T = h_X + (k_B T/2) ln(g_+/g_−).

*Proof.* By A1 the occupation of state q is proportional to g_q exp[−F_q(η)/k_B T]. Zero mean charge requires equal positive and negative occupations, since the neutral state contributes no charge. Taking logarithms of that equality,

ln g_+ − [F_+(0) + η]/k_B T = ln g_− − [F_−(0) − η]/k_B T.

Multiplication by k_B T and collection of the terms in η on one side gives

2η = F_−(0) − F_+(0) + k_B T ln(g_+/g_−).

Division by two and use of Lemma 1 complete the proof. ∎

A positive state with more available configurations is favoured by entropy, so a higher Fermi level is needed to balance it. This accounts for the sign. The theorem uses the static level h_X; the entropic part returns in the second half as a possible inconsistency between data sets.

**Lemma 4 (what a bulk calculation can and cannot tell).** A change of the arbitrary zero of electron energy in a bulk calculation leaves h_X unchanged and shifts H_X by the full change of zero.

*Proof.* Let the potential energy of every electron be raised by a constant z. Nuclear charges have the opposite sign, so a neutral system gains nothing in total. A system of charge q has q fewer electrons than a neutral one, and its total energy changes by −qz. Hence E_− rises by z and E_+ falls by z, and

H_X → [(E_− + z) − (E_+ − z)]/2 = H_X + z.

The valence edge is an electron energy and also rises by z. The difference h_X = H_X − E_V(X) is unchanged. ∎

Two bulk calculations thus supply h_s and h_ox, but they do not supply the relative height of H_s and H_ox. That missing piece has to come from a hypothesis or from a calculation that contains both materials. A3 is such a hypothesis.

The same algebra shows which errors of a charged periodic cell matter. A spurious interaction proportional to q² is the same for q = +1 and q = −1, if both states have the same coefficient, and it cancels in H_X. A misplaced potential zero enters as −qz and does not cancel. It passes in full into h_X when the valence edge is taken from a separate perfect cell that lacks the same shift.

**Theorem (offset from hydrogen levels).** Under A1 and A2, let H_s and H_ox be measured on the common energy scale of the junction, and let

δ = H_ox − H_s.

Then

ΔE_V = h_s − h_ox + δ.

If A3 also holds, δ = 0 and

ΔE_V = h_s − h_ox.

*Proof.* Lemma 1 gives the valence edge of each host as the hydrogen level minus its height above that edge:

E_V(ox) = H_ox − h_ox

E_V(s) = H_s − h_s

Subtracting the second line from the first,

ΔE_V = H_ox − h_ox − H_s + h_s = h_s − h_ox + (H_ox − H_s).

The bracket is δ. Assumption A3 states that it vanishes. ∎

The order of the subtraction follows from the geometry of the levels. Hydrogen serves as a common mark from which one measures downwards to each valence edge. The material in which the mark stands higher above the edge has the deeper edge. If the two heights are equal, the valence edges are level.

No hydrogen need be present in the actual junction. Its level is used as a reference, and the position of the Fermi level in the device does not enter. If hydrogen is present and in equilibrium on both sides, A3 has a direct consequence. With flat bands and static levels, one and the same Fermi energy separates positive from negative hydrogen in both materials.

**Corollary 1 (conduction offset).** Adding the gaps to the valence edges gives

ΔE_C = [E_V(ox) + E_g(ox)] − [E_V(s) + E_g(s)] = E_g(ox) − E_g(s) + ΔE_V.

With δ = 0 this is also

ΔE_C = [E_g(ox) − h_ox] − [E_g(s) − h_s],

which compares the distances from the hydrogen level up to the two conduction edges. Both carriers are confined to the semiconductor when h_ox > h_s and when the first bracket exceeds the second. A wide oxide gap alone does not ensure both conditions.

**Corollary 2 (interlayers).** Let a layer m lie between the semiconductor and the oxide, with no voltage across it. If A3 holds at both interfaces, the sum of the two offsets is

(h_s − h_m) + (h_m − h_ox) = h_s − h_ox.

The properties of the interlayer drop out. If A3 fails, the two interface terms add, and the total δ can depend on the interlayer through them.

**Remark (universality relative to vacuum is not yet enough).** The hydrogen level is often given as an energy below the vacuum level. Let it lie Φ_X below the vacuum level just outside a specified surface of host X. The specification is needed because a surface dipole changes the distance from a bulk level to the outside vacuum. In the junction, define the transferred vacuum level W_X = H_X + Φ_X. Then

δ = (W_ox − Φ_ox) − (W_s − Φ_s) = (W_ox − W_s) − (Φ_ox − Φ_s).

Universality relative to vacuum sets Φ_ox = Φ_s and removes the second bracket. The first bracket remains. It is the potential-energy step that the real interface adds to the lineup of the two free surfaces, and it vanishes when those vacuum levels line up.

In that special case the theorem reduces to a familiar rule. Let I_X be the ionization energy, the distance from the valence edge up to the vacuum level. Then h_X = I_X − Φ_X, and with a common Φ

h_s − h_ox = I_s − I_ox.

This is the lineup by ionization energies. Whenever Φ is common, the hydrogen formula with δ = 0 and this rule give the same offset, and a step added by the real interface spoils both equally. The two differ only when Φ_ox and Φ_s differ. In every case A3 requires the interface step W_ox − W_s to equal Φ_ox − Φ_s. It is a statement about the real interface, which levels at free surfaces cannot establish, and it is what the offset formula requires.

**The example, first part**

The formation energies below are round illustrative inputs, not calculated or measured properties of a material. At the valence edge, in the order positive, neutral, negative, they are 0.60, 1.30 and 1.60 eV in the semiconductor and −1.80, 2.60 and 5.40 eV in the oxide. Lemma 1 gives

h_s = (1.60 − 0.60)/2 = 0.5 eV

h_ox = [5.40 − (−1.80)]/2 = 3.6 eV

The values of U are

U_s = 0.60 + 1.60 − 2 × 1.30 = −0.4 eV

U_ox = −1.80 + 5.40 − 2 × 2.60 = −1.6 eV

Both are negative, so Lemma 2 applies and the crossings are stable transitions. With δ = 0 the theorem yields

ΔE_V = 0.5 − 3.6 = −3.1 eV,

or −4.967 × 10⁻¹⁹ J. With gaps of 1.10 and 5.80 eV,

ΔE_C = 5.80 − 1.10 − 3.1 = 1.6 eV.

The oxide edges enclose those of the semiconductor. The hole barrier is 3.1 eV and the electron barrier 1.6 eV. The smaller barrier is the more sensitive one in relative terms: an error of given size in δ is about twice as large a fraction of the electron barrier as of the hole barrier.

## Second half: when the level is common, and what moves the offset

The symbols carried over are these. The height of the hydrogen positive-negative level above the valence edge of host X is h_X, and its energy on a common scale is H_X = E_V(X) + h_X = (E_− − E_+)/2, where E_± are total energies of the charged states. The mismatch across the interface is δ = H_ox − H_s. The first half showed that

ΔE_V = h_s − h_ox + δ.

The example has h_s = 0.5 eV, h_ox = 3.6 eV, ΔE_V = −3.1 eV and ΔE_C = 1.6 eV for δ = 0. What remains is to see how a common level can arise, and how large δ and other neglected terms may be.

**A solvable case: hydrogen in an ionic chain**

Consider N pairs of host atoms in a row, anion, cation, anion, cation and so on. Let w be the energy of the hydrogen orbital. An anion orbital lies at w − a and a cation orbital at w + c, with a and c positive. Neighbouring host orbitals are coupled by t. Hydrogen enters by breaking one anion-cation bond of a closed ring, which leaves an open chain with an anion at one end and a cation at the other. Positive hydrogen attaches to the end anion, negative hydrogen to the end cation, in each case with coupling V. These sites are prescribed as part of the model, and bonding to both ends at once is left out. Electrons do not repel one another in this model, and each orbital state holds two of them.

**Proposition.** If V and t are small compared with a and c, then to second order in the couplings

H_X = w + V²(1/a − 1/c).

*Proof.* The intact host has 2N electrons, which fill the N anion-like states. A proton added to it gives the positive state with 2N electrons. The negative state has two more, 2N + 2. Let S_+ be the sum of the lowest N orbital energies in the first case and S_− the sum of the lowest N + 1 in the second. Each level counts twice, so

H_X = (2S_− − 2S_+)/2 = S_− − S_+.

When an occupied orbital at energy E_i is coupled by v to an empty one at E_j, elimination of the empty orbital lowers the diagonal energy of the occupied one by v²/(E_j − E_i), to second order. The sum of the occupied energies is the trace of the occupied block. Only diagonal terms enter a trace, so the degeneracy of the anion orbitals causes no difficulty.

In the positive state, the anions are occupied, while hydrogen and the cations are empty. There are 2N − 1 host bonds, each with energy denominator a + c, and one anion-hydrogen bond with denominator a:

S_+ = N(w − a) − (2N − 1)t²/(a + c) − V²/a.

In the negative state, hydrogen is occupied too. It is coupled to an empty cation, with denominator c:

S_− = N(w − a) + w − (2N − 1)t²/(a + c) − V²/c.

The anion energies and the host-bond terms cancel in S_− − S_+. What is left is w − V²/c + V²/a. ∎

The result has a simple meaning. In the chain with weak couplings the two extra electrons end up mainly on hydrogen, so their energy is close to the hydrogen orbital energy, however far below it the valence edge lies. The bond of positive hydrogen to the anion and the bond of negative hydrogen to the cation shift the level in opposite directions. They cancel to this order when a = c.

The valence edge of the chain is also simple. For wave number k per pair, the coupling of anion and cation has squared magnitude t²|1 + exp(ik)|² = 4t² cos²(k/2), and the band energies E satisfy

(E − w + a)(E − w − c) = 4t² cos²(k/2).

The right side is not negative, so the lower root does not exceed w − a. It reaches w − a at k = π, where the right side vanishes. Hence E_V = w − a.

The offset follows from the two bulk hydrogen levels once their mismatch δ across the interface is known, and in a weakly coupled ionic chain the hydrogen level stays close to the hydrogen orbital energy w. What remains is to test this numerically on two chains, to see where it fails, and to estimate how δ and other neglected effects change the offsets and the leakage.
